**Reclosing and the loss of a chelating amidinate**

The program tests the loss rate \(k_o p\), with \(p=k_e/(k_c+k_e)\), where \(k_o\), \(k_c\) and \(k_e\) are the rates of arm opening, reclosing and escape. It asserts that a simulation with competing random clocks reproduces the mean number of openings and the mean lifetime, and that the integrated survival probability reproduces the lifetime with a direct loss route. Eigenvalues of the rate matrix confirm the reduced rate for slow opening, its failure for fast opening, and the return to \(k_o\) when reclosing is removed. Further assertions cover the shift of the opening saddle, the apparent activation energy and capture of the open arm. In the model case at 500 K, \(p=7.3\times10^{-4}\) and the loss rate is 0.025 s⁻¹, against an opening rate of 34 s⁻¹. For H₂Al(HN–CH–NH), the program asserts at both the Hartree–Fock and MP2 levels that the sampled reclosing path lies below the separated neutral fragments, and these below the ionic ones. The two levels differ by about 195 kJ/mol for the neutral fragments, so the output supports the energetic ordering and not an accurate bond energy.

## Numerical check

```python
"""
Result under test: loss of a chelating ligand through an arm-open state has
rate k_open * p, p = k_escape/(k_close+k_escape), if opening is much slower
than the total exit from the open state. Direct loss k_bypass is separate.
States: closed (two metal-N bonds), open (one), lost (none, absorbing).
Rates are in s^-1 and model free-energy barriers in kJ/mol.
An MP2 calculation on H2Al(HN-CH-NH) tests the energetic ordering of
reclosing and unassisted escape on a chosen, unrelaxed path.
"""
import numpy as np
import mpmath as mpm
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from pyscf import gto, scf, lib

lib.num_threads(1)
mpm.mp.dps = 40
R = const.R / 1000.0
HARTREE = const.physical_constants["Hartree energy"][0] * const.N_A / 1000.0


def slow_rate(k_open, k_close, k_escape, k_bypass=0):
    """Smallest decay rate of the closed/open populations."""
    ko, kc, ke, kb = [mpm.mpf(k) for k in
                      (k_open, k_close, k_escape, k_bypass)]
    generator = mpm.matrix([[-(ko + kb), kc], [ko, -(kc + ke)]])
    values = mpm.eig(generator, left=False, right=False)
    return min(-mpm.re(v) for v in values)


def eyring(barrier, temperature):
    T = mpm.mpf(temperature)
    return (mpm.mpf(const.k) * T / mpm.mpf(const.h)
            * mpm.exp(-mpm.mpf(barrier) / (mpm.mpf(R) * T)))


# Competing random clocks: the escape probability is not put in by hand.
rng = np.random.default_rng(7)
ko, kc, ke, kb = 1.0, 8.0, 2.0, 0.05
n_ligands = 200000
openings = np.zeros(n_ligands)
times = np.zeros(n_ligands)
alive = np.arange(n_ligands)
while alive.size:
    times[alive] += rng.exponential(1 / ko, alive.size)
    openings[alive] += 1
    close_clock = rng.exponential(1 / kc, alive.size)
    escape_clock = rng.exponential(1 / ke, alive.size)
    times[alive] += np.minimum(close_clock, escape_clock)
    alive = alive[close_clock < escape_clock]
p_test = ke / (kc + ke)
mean_test = (ko + kc + ke) / (ko * ke)
assert abs(openings.mean() - 1 / p_test) < 0.06
assert abs(times.mean() - mean_test) < 0.08

# Mean lifetime with bypass, from the integral of the survival probability.
generator = np.array([[-(ko + kb), kc], [ko, -(kc + ke)]])
survival_time = quad(lambda t: expm(generator * t)[:, 0].sum(),
                     0, 120, epsabs=1e-9, limit=200)[0]
bypass_formula = (ko + kc + ke) / (kb * (kc + ke) + ko * ke)
assert abs(survival_time - bypass_formula) < 1e-6

# Fast opening is a case where the simple reduced-rate law must fail.
fast_opening = 20.0
fast_simple = fast_opening * p_test
fast_true = float(slow_rate(fast_opening, kc, ke))
assert fast_simple > 2 * fast_true

# Worked kinetic example.
temperature = 500.0
G_open, G_close, G_escape = 110.0, 50.0, 80.0
k_open = eyring(G_open, temperature)
k_close = eyring(G_close, temperature)
k_escape = eyring(G_escape, temperature)
p = k_escape / (k_close + k_escape)
net_formula = k_open * p
net_exact = slow_rate(k_open, k_close, k_escape)
assert abs(net_formula / net_exact - 1) < 1e-5
no_reclose = slow_rate(k_open, 0, k_escape)
assert abs(no_reclose / k_open - 1) < 1e-8

# A shift of the opening saddle changes opening and reclosing together.
saddle_shift = -10.0


def rate_from_barriers(g_open, g_close, g_escape, T):
    return slow_rate(eyring(g_open, T), eyring(g_close, T),
                     eyring(g_escape, T))


shift_ratio = rate_from_barriers(G_open + saddle_shift,
                                G_close + saddle_shift,
                                G_escape, temperature) / net_exact
G_slow_close = 95.0
slow_base = rate_from_barriers(G_open, G_slow_close, G_escape, temperature)
slow_shift = rate_from_barriers(G_open + saddle_shift,
                                G_slow_close + saddle_shift,
                                G_escape, temperature)
slow_ratio = slow_shift / slow_base
assert abs(shift_ratio - 1) < 0.002
assert slow_ratio > 5

# Apparent activation energy from the temperature dependence.
dT = mpm.mpf("0.01")
rate_high = rate_from_barriers(G_open, G_close, G_escape, temperature + dT)
rate_low = rate_from_barriers(G_open, G_close, G_escape, temperature - dT)
activation_numeric = (R * temperature**2
                      * (mpm.log(rate_high) - mpm.log(rate_low)) / (2 * dT))
activation_formula = (R * temperature + G_open
                      + (1 - p) * (G_escape - G_close))
assert abs(activation_numeric - activation_formula) < 0.001

# Irreversible capture of the open arm by a co-reactant.
k_capture = mpm.mpf("1e7")
p_capture = (k_escape + k_capture) / (k_close + k_escape + k_capture)
capture_exact = slow_rate(k_open, k_close, k_escape + k_capture)
assert abs(k_open * p_capture / capture_exact - 1) < 1e-5


def molecule(opening, twist):
    """Opening: 0 chelate, 1 open. Twist: 0 syn, 180 anti (degrees)."""
    def between(a, b):
        return a + opening * (b - a)

    def direction(degrees):
        a = np.deg2rad(degrees)
        return np.array([np.cos(a), np.sin(a), 0.0])

    n1 = np.zeros(3)
    carbon = np.array([between(1.33, 1.38), 0.0, 0.0])
    ncn = between(110.0, 122.0)
    n2 = carbon + between(1.33, 1.28) * direction(180 - ncn)
    h_c = carbon + 1.09 * direction(-ncn / 2)
    h_n2 = n2 + 1.01 * direction(360 - ncn + between(135, 110))
    h_n1 = 1.01 * direction(-between(135, 115))
    al_angle = between(90.6, 128.0)
    al = between(1.93, 1.80) * direction(al_angle)
    axis = direction(al_angle + between(34.4, 0.0))
    half = np.deg2rad(59.0)
    normal = np.array([0.0, 0.0, 1.0])
    h_a = al + 1.59 * (np.cos(half) * axis + np.sin(half) * normal)
    h_b = al + 1.59 * (np.cos(half) * axis - np.sin(half) * normal)
    a = np.deg2rad(twist)
    rotation = np.array([[1, 0, 0], [0, np.cos(a), -np.sin(a)],
                         [0, np.sin(a), np.cos(a)]])
    al, h_a, h_b, h_n1 = [rotation @ x for x in (al, h_a, h_b, h_n1)]
    return [("Al", al), ("H", h_a), ("H", h_b), ("N", n1),
            ("C", carbon), ("N", n2), ("H", h_n1), ("H", h_c), ("H", h_n2)]


def energies(atoms, charge=0, spin=0):
    """Return Hartree-Fock and all-electron MP2 energies in kJ/mol."""
    mol = gto.M(atom=[(s, tuple(x)) for s, x in atoms], basis="6-31g*",
                charge=charge, spin=spin, unit="Angstrom", verbose=0)
    mf = scf.UHF(mol) if spin else scf.RHF(mol)
    mf.max_cycle = 200
    mf.kernel()
    if spin:
        for _ in range(2):
            orbitals = mf.stability()[0]
            mf.kernel(mf.make_rdm1(orbitals, mf.mo_occ))
    assert mf.converged
    correlated = mf.MP2().run()
    return np.array([mf.e_tot, correlated.e_tot]) * HARTREE


path = [(0, 0), (1 / 3, 0), (2 / 3, 0), (1, 0),
        (1, 45), (1, 90), (1, 135), (1, 180)]
geometries = [molecule(*point) for point in path]
path_energy = np.array([energies(g) for g in geometries])
reference = path_energy[0].copy()
relative = path_energy - reference
open_atoms = geometries[-1]
neutral = (energies(open_atoms[:3], spin=1)
           + energies(open_atoms[3:], spin=1) - reference)
ionic = (energies(open_atoms[:3], charge=1)
         + energies(open_atoms[3:], charge=-1) - reference)
path_top = relative.max(axis=0)
anti = relative[-1]
assert np.all(anti > 0)
assert np.all(path_top - anti > 5 * R * temperature)
assert np.all(path_top < neutral)
assert np.all(neutral < ionic)


def show(label, value, unit="", digits=5):
    print(f"{label}: {float(value):.{digits}g} {unit}".rstrip())


print("TEST MODEL: k_o=%.2g, k_c=%.2g, k_e=%.2g, k_b=%.2g s^-1"
      % (ko, kc, ke, kb))
show("escape probability", p_test)
show("simulated mean openings, no bypass", openings.mean())
show("simulated mean lifetime, no bypass", times.mean(), "s")
show("formula mean lifetime, no bypass", mean_test, "s")
show("integrated lifetime with bypass", survival_time, "s")
show("formula lifetime with bypass", bypass_formula, "s")
show("fast-opening k_o", fast_opening, "s^-1")
show("fast-opening simple rate", fast_simple, "s^-1")
show("fast-opening slow eigenvalue", fast_true, "s^-1")
print("WORKED KINETIC MODEL")
show("temperature", temperature, "K")
show("opening barrier", G_open, "kJ/mol")
show("reclosing barrier", G_close, "kJ/mol")
show("escape barrier", G_escape, "kJ/mol")
show("opening rate", k_open, "s^-1")
show("reclosing rate", k_close, "s^-1")
show("escape rate", k_escape, "s^-1")
show("escape probability p", p)
show("mean openings before loss 1/p", 1 / p)
show("net loss rate k_o p", net_formula, "s^-1")
show("slow eigenvalue", net_exact, "s^-1")
show("net lifetime", 1 / net_exact, "s")
show("loss rate with reclosing removed", no_reclose, "s^-1")
show("lifetime of first opening", 1 / k_open, "s")
show("saddle shift", saddle_shift, "kJ/mol")
show("rate ratio after saddle shift", shift_ratio, digits=7)
show("slow-reclosing barrier", G_slow_close, "kJ/mol")
show("slow-reclosing rate ratio after shift", slow_ratio)
show("RT", R * temperature, "kJ/mol")
show("apparent activation energy, numeric", activation_numeric, "kJ/mol", 7)
show("apparent activation energy, formula", activation_formula, "kJ/mol", 7)
show("capture rate", k_capture, "s^-1")
show("escape-or-capture probability", p_capture)
show("loss rate with capture", capture_exact, "s^-1")
print("H2Al(HN-CH-NH), 6-31G*, energies relative to chelate")
for (opening, twist), geometry, energy in zip(path, geometries, relative):
    distance = np.linalg.norm(geometry[0][1] - geometry[5][1])
    print(f"open={opening:.2f}, twist={twist:3.0f} deg, "
          f"Al-N2={distance:.2f} angstrom: "
          f"HF={energy[0]:.1f}, MP2={energy[1]:.1f} kJ/mol")
for label, pair in (("sampled path top", path_top),
                    ("path top minus anti-open", path_top - anti),
                    ("separated neutral fragments", neutral),
                    ("neutral escape minus anti-open", neutral - anti),
                    ("separated ionic fragments", ionic)):
    print(f"{label}: HF={pair[0]:.1f}, MP2={pair[1]:.1f} kJ/mol")
print("OK")
```

Printed output:

```
TEST MODEL: k_o=1, k_c=8, k_e=2, k_b=0.05 s^-1
escape probability: 0.2
simulated mean openings, no bypass: 5.0054
simulated mean lifetime, no bypass: 5.5048 s
formula mean lifetime, no bypass: 5.5 s
integrated lifetime with bypass: 4.4 s
formula lifetime with bypass: 4.4 s
fast-opening k_o: 20 s^-1
fast-opening simple rate: 4 s^-1
fast-opening slow eigenvalue: 1.3985 s^-1
WORKED KINETIC MODEL
temperature: 500 K
opening barrier: 110 kJ/mol
reclosing barrier: 50 kJ/mol
escape barrier: 80 kJ/mol
opening rate: 33.605 s^-1
reclosing rate: 6.2292e+07 s^-1
escape rate: 45753 s^-1
escape probability p: 0.00073395
mean openings before loss 1/p: 1362.5
net loss rate k_o p: 0.024664 s^-1
slow eigenvalue: 0.024664 s^-1
net lifetime: 40.545 s
loss rate with reclosing removed: 33.605 s^-1
lifetime of first opening: 0.029758 s
saddle shift: -10 kJ/mol
rate ratio after saddle shift: 1.000668
slow-reclosing barrier: 95 kJ/mol
slow-reclosing rate ratio after shift: 8.7417
RT: 4.1572 kJ/mol
apparent activation energy, numeric: 144.1352 kJ/mol
apparent activation energy, formula: 144.1352 kJ/mol
capture rate: 1e+07 s^-1
escape-or-capture probability: 0.13887
loss rate with capture: 4.6668 s^-1
H2Al(HN-CH-NH), 6-31G*, energies relative to chelate
open=0.00, twist=  0 deg, Al-N2=1.93 angstrom: HF=0.0, MP2=0.0 kJ/mol
open=0.33, twist=  0 deg, Al-N2=2.39 angstrom: HF=18.6, MP2=21.0 kJ/mol
open=0.67, twist=  0 deg, Al-N2=2.81 angstrom: HF=46.3, MP2=58.4 kJ/mol
open=1.00, twist=  0 deg, Al-N2=3.18 angstrom: HF=66.2, MP2=86.3 kJ/mol
open=1.00, twist= 45 deg, Al-N2=3.32 angstrom: HF=98.1, MP2=118.7 kJ/mol
open=1.00, twist= 90 deg, Al-N2=3.64 angstrom: HF=134.8, MP2=156.7 kJ/mol
open=1.00, twist=135 deg, Al-N2=3.92 angstrom: HF=113.9, MP2=133.0 kJ/mol
open=1.00, twist=180 deg, Al-N2=4.04 angstrom: HF=88.2, MP2=106.4 kJ/mol
sampled path top: HF=134.8, MP2=156.7 kJ/mol
path top minus anti-open: HF=46.5, MP2=50.3 kJ/mol
separated neutral fragments: HF=353.0, MP2=547.9 kJ/mol
neutral escape minus anti-open: HF=264.8, MP2=441.5 kJ/mol
separated ionic fragments: HF=1156.9, MP2=1181.9 kJ/mol
OK
```
